# Valence and conduction spin splittings at K in monolayer MoS2: a numerical check

```python
"""Spin splitting at the K valley of monolayer MoS2.
Result under test: to first order a band splits by
    E_up - E_down = sum over atoms of zeta_atom * <L_z>_atom,
which is about 2*zeta_Mo for the valence state (Mo d, m=2), while the Mo term
vanishes for the conduction state (Mo d, m=0).  What remains there comes from
sulfur p orbitals and from second-order coupling in Mo.
zeta: atomic spin-orbit constant, (alpha^2/2) <(1/r) dV/dr> in atomic units.
w: orbital weight; V_sigma, V_pi: Mo d - S p hopping energies.
Atoms are solved in Hartree units, the crystal model in eV and nm.
"""
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh
from pyscf.dft import libxc

ALPHA = constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
KT = constants.k * 300.0 / constants.e

# ---------- free atoms: radial Kohn-Sham equation in a Gaussian basis ----------
STEP = 0.01
log_r = np.arange(np.log(1e-6), np.log(60.0), STEP)
r = np.exp(log_r)
weight = r * STEP
exponents = 0.02 * 1.8 ** np.arange(32)


def make_basis(l):
    a = exponents[:, None]
    u = r ** (l + 1) * np.exp(-a * r**2)
    u /= np.sqrt(np.sum(u**2 * weight, axis=1))[:, None]
    du = ((l + 1) / r - 2 * a * r) * u
    kinetic = 0.5 * (du * weight) @ du.T
    kinetic += 0.5 * l * (l + 1) * (u * weight / r**2) @ u.T
    return u, kinetic, (u * weight) @ u.T


BASIS = {l: make_basis(l) for l in range(3)}


def solve_radial(l, potential):
    u, kinetic, overlap = BASIS[l]
    energy, c = eigh(kinetic + (u * weight * potential) @ u.T, overlap)
    return energy, c, c.T @ u


def spin_orbit_constant(u, slope):
    return 0.5 * ALPHA**2 * np.sum(u**2 * slope / r * weight)


def atom_zeta(Z, occupations, l, index):
    """Self-consistent LDA atom: zeta (eV) and relative virial error."""
    screening = Z / r - Z / r / (1 + Z ** (1 / 3) * r) ** 2
    converged = False
    for _ in range(500):
        density = np.zeros_like(r)
        for ll, occ in occupations.items():
            orbitals = solve_radial(ll, -Z / r + screening)[2]
            for n, number in enumerate(occ):
                density += number * orbitals[n] ** 2
        inside = cumulative_trapezoid(density * r, log_r, initial=0)
        outer = cumulative_trapezoid(density, log_r, initial=0)
        hartree = inside / r + outer[-1] - outer
        rho = density / (4 * np.pi * r**2)
        vxc = np.ravel(libxc.eval_xc("lda,vwn", rho, spin=0, deriv=1)[1][0])
        change = hartree + vxc - screening
        if np.sum(density * np.abs(change) * weight) < 1e-7:
            converged = True
            break
        screening = screening + 0.3 * change
    assert converged, "atomic self-consistency not reached"
    _, c, orbitals = solve_radial(l, -Z / r + screening)
    u = orbitals[index]
    slope = Z / r**2 + np.gradient(screening, log_r) / r
    twice_kinetic = 2 * c[:, index] @ BASIS[l][1] @ c[:, index]
    virial = np.sum(u**2 * r * slope * weight)
    return (spin_orbit_constant(u, slope) * HARTREE_EV,
            abs(virial / twice_kinetic - 1))


# Hydrogen-like 2p and 3d: numerical zeta against the closed result.
for l in (1, 2):
    Z, n = 10, l + 1
    u = solve_radial(l, -Z / r)[2][0]
    closed = ALPHA**2 * Z**4 / (2 * n**3 * l * (l + 0.5) * (l + 1))
    assert abs(spin_orbit_constant(u, Z / r**2) / closed - 1) < 3e-3

zeta_mo, virial_mo = atom_zeta(
    42, {0: [2, 2, 2, 2, 1], 1: [6, 6, 6], 2: [10, 5]}, 2, 1)
zeta_ion, virial_ion = atom_zeta(
    42, {0: [2, 2, 2, 2], 1: [6, 6, 6], 2: [10, 4]}, 2, 1)
zeta_s, virial_s = atom_zeta(16, {0: [2, 2, 2], 1: [6, 4]}, 1, 1)
# Finite Gaussian basis and radial grid limit the virial ratio.
assert max(virial_mo, virial_ion, virial_s) < 3e-3


# ---------- angular momentum from differentiation of real orbitals ----------
def p_functions(v):
    return np.array([v[0], v[1], v[2]])


def d_functions(v):
    x, y, z = v
    return np.array([x * y, y * z, z * x, (x * x - y * y) / 2,
                     (2 * z * z - x * x - y * y) / (2 * np.sqrt(3))])


def gradient(f, v):
    # Central differences are exact for polynomials up to second degree.
    unit = np.eye(3)
    return [(f(v + unit[:, [i]]) - f(v - unit[:, [i]])) / 2 for i in range(3)]


def angular_momentum(f):
    points = np.random.default_rng(1).normal(size=(3, 40))
    values, grad = f(points), gradient(f, points)
    result = []
    for i, j in ((1, 2), (2, 0), (0, 1)):
        acted = -1j * (points[i] * grad[j] - points[j] * grad[i])
        result.append(np.linalg.lstsq(values.T.astype(complex), acted.T,
                                      rcond=None)[0])
    return result


L_D, L_P = angular_momentum(d_functions), angular_momentum(p_functions)
PAULI = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
for l, L in ((1, L_P), (2, L_D)):
    levels = np.linalg.eigvalsh(sum(np.kron(L[k], PAULI[k] / 2)
                                    for k in range(3)))
    expected = [-(l + 1) / 2] * (2 * l) + [l / 2] * (2 * l + 2)
    assert np.allclose(levels, expected, atol=1e-10)

# Complex d orbitals in the order xy, yz, zx, x2-y2, z2.
D_M = {2: np.array([1j, 0, 0, 1, 0]) / np.sqrt(2),
       1: np.array([0, -1j, -1, 0, 0]) / np.sqrt(2),
       0: np.array([0, 0, 0, 0, 1]),
       -1: np.array([0, -1j, 1, 0, 0]) / np.sqrt(2),
       -2: np.array([-1j, 0, 0, 1, 0]) / np.sqrt(2)}
for m, vector in D_M.items():
    assert np.allclose(L_D[2] @ vector, m * vector, atol=1e-10)
assert np.allclose(np.diag(L_D[2]), 0, atol=1e-10)  # real orbitals: no <L_z>
raising = L_D[0] + 1j * L_D[1]
assert abs(np.linalg.norm(raising @ D_M[0]) - np.sqrt(6)) < 1e-10

# ---------- crystal model: five Mo d and six S p orbitals ----------
LATTICE, HEIGHT = 0.316, 0.157          # nm, rough MoS2 geometry
E_P, V_SIGMA, V_PI = -5.0, -3.2, 1.6    # eV, round model values; E_d = 0
EXTRA = 0.5                             # eV, size of omitted hoppings
K_POINT = np.array([4 * np.pi / (3 * LATTICE), 0.0])


def pd_hopping(n):
    q = d_functions(n)
    slope = np.array([g[:, 0] for g in gradient(d_functions, n[:, None])])
    return (np.sqrt(3) * V_SIGMA * np.outer(n, q)
            + V_PI * (slope - 2 * np.outer(n, q)))


def crystal(k, dd_sigma=0.0, pp_sigma=0.0):
    H = np.zeros((11, 11), complex)
    H[5:, 5:] = E_P * np.eye(6)
    for angle in np.deg2rad([270, 30, 150]):
        delta = LATTICE / np.sqrt(3) * np.array([np.cos(angle), np.sin(angle)])
        for layer, z in enumerate((HEIGHT, -HEIGHT)):
            n = np.append(delta, z)
            n = n / np.linalg.norm(n)
            start = 5 + 3 * layer
            H[:5, start:start + 3] += np.exp(1j * k @ delta) * pd_hopping(n).T
    H[5:, :5] = H[:5, 5:].conj().T
    for angle in np.arange(6) * np.pi / 3:
        n = np.array([np.cos(angle), np.sin(angle), 0.0])
        phase = np.exp(1j * LATTICE * (k @ n[:2]))
        q = d_functions(n)
        H[:5, :5] += 3 * dd_sigma * phase * np.outer(q, q)
        for start in (5, 8):
            H[start:start + 3, start:start + 3] += (
                pp_sigma * phase * np.outer(n, n))
    H[7, 10] += pp_sigma
    H[10, 7] += pp_sigma
    return H


def spin_orbit(z_mo, z_s):
    total = np.zeros((22, 22), complex)
    for k in range(3):
        L = np.zeros((11, 11), complex)
        L[:5, :5] = z_mo * L_D[k]
        L[5:8, 5:8] = L[8:, 8:] = z_s * L_P[k]
        total += np.kron(L, PAULI[k] / 2)
    return total


def splitting(H, band, z_mo, z_s):
    """E_up - E_down (eV) from full diagonalization."""
    orbital = np.linalg.eigh(H)[1][:, band]
    energy, states = np.linalg.eigh(np.kron(H, np.eye(2))
                                    + spin_orbit(z_mo, z_s))
    found = [np.argmax(np.abs(states.conj().T @ np.kron(orbital, spin)))
             for spin in ([1, 0], [0, 1])]
    assert found[0] != found[1]
    return energy[found[0]] - energy[found[1]]


def d_weight(vector, m):
    return abs(np.vdot(D_M[m], vector[:5])) ** 2


# A rotated bond must keep one sigma and two pi channels.
direction = np.array([0.3, -0.5, 0.8])
direction /= np.linalg.norm(direction)
assert np.allclose(np.linalg.svd(pd_hopping(direction))[1],
                   sorted([abs(V_SIGMA), abs(V_PI), abs(V_PI)], reverse=True))

H_K = crystal(K_POINT)
band_energy, bands = np.linalg.eigh(H_K)
VALENCE, CONDUCTION = 6, 7   # seven orbital bands hold the 14 electrons
valence, conduction = bands[:, VALENCE], bands[:, CONDUCTION]
wv, wc = d_weight(valence, 2), d_weight(conduction, 0)
pv, pc = np.sum(abs(valence[5:])**2), np.sum(abs(conduction[5:])**2)
assert wv > 0.5 and wc > 0.5
assert abs(wv + pv - 1) < 1e-10 and abs(wc + pc - 1) < 1e-10

# Closed energies and p weights of the two symmetry-selected orbital pairs.
bond = np.hypot(LATTICE / np.sqrt(3), HEIGHT)
s, c = LATTICE / np.sqrt(3) / bond, HEIGHT / bond
g0 = 3 * abs(s * (c**2 - s**2 / 2) * V_SIGMA - np.sqrt(3) * s * c**2 * V_PI)
g2 = 3 / np.sqrt(2) * s * abs(np.sqrt(3) / 2 * s**2 * V_SIGMA
                              + (1 + c**2) * V_PI)
for g, band, p_weight in ((g2, VALENCE, pv), (g0, CONDUCTION, pc)):
    closed = E_P / 2 + np.sqrt(E_P**2 / 4 + g**2)
    assert abs(closed - band_energy[band]) < 1e-9
    assert abs(g**2 / (g**2 + (closed - E_P)**2) - p_weight) < 1e-9

# First-order formulas against the slope of the full splitting.
first_v_mo, first_v_s = 2 * wv * zeta_mo, pv * zeta_s
first_c_s = -pc * zeta_s
small = 1e-4
for band, formula in ((VALENCE, first_v_mo + first_v_s),
                      (CONDUCTION, first_c_s)):
    slope = splitting(H_K, band, small * zeta_mo, small * zeta_s) / small
    assert abs(slope - formula) < 2e-3 * abs(formula)

# Second-order Mo formula against diagonalization without sulfur coupling.
second_c = -1.5 * zeta_mo**2 * wc * sum(
    (d_weight(bands[:, k], 1) - d_weight(bands[:, k], -1))
    / (band_energy[k] - band_energy[CONDUCTION])
    for k in range(11) if k != CONDUCTION)
tenth = splitting(H_K, CONDUCTION, 0.1 * zeta_mo, 0)
assert abs(tenth / (0.01 * second_c) - 1) < 0.03
ratio_c = tenth / splitting(H_K, CONDUCTION, 0.05 * zeta_mo, 0)
ratio_v = (splitting(H_K, VALENCE, 0.1 * zeta_mo, 0)
           / splitting(H_K, VALENCE, 0.05 * zeta_mo, 0))
assert abs(ratio_c - 4) < 0.1 and abs(ratio_v - 2) < 0.05

full_v = splitting(H_K, VALENCE, zeta_mo, zeta_s)
full_c = splitting(H_K, CONDUCTION, zeta_mo, zeta_s)
assert abs(full_v) > 5 * abs(full_c)

# Opposite valley reverses both splittings; Gamma has paired levels.
H_minus = crystal(-K_POINT)
minus_v = splitting(H_minus, VALENCE, zeta_mo, zeta_s)
minus_c = splitting(H_minus, CONDUCTION, zeta_mo, zeta_s)
assert abs(minus_v + full_v) < 1e-10 and abs(minus_c + full_c) < 1e-10
gamma = np.linalg.eigvalsh(np.kron(crystal(np.zeros(2)), np.eye(2))
                           + spin_orbit(zeta_mo, zeta_s))
assert np.allclose(gamma[::2], gamma[1::2], atol=1e-10)

# Sensitivity to omitted Mo-Mo and S-S sigma hopping.
H_extra = crystal(K_POINT, -EXTRA, EXTRA)
extra_bands = np.linalg.eigh(H_extra)[1]
assert d_weight(extra_bands[:, VALENCE], 2) > 0.5
assert d_weight(extra_bands[:, CONDUCTION], 0) > 0.5
extra_v = splitting(H_extra, VALENCE, zeta_mo, zeta_s)
extra_c = splitting(H_extra, CONDUCTION, zeta_mo, zeta_s)

odd = {m: min(band_energy[k] for k in range(CONDUCTION + 1, 11)
              if d_weight(bands[:, k], m) > 0.3) for m in (1, -1)}


def show(label, value, unit="", digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Free atoms, nonrelativistic spin-restricted LDA")
show("zeta Mo 4d, neutral 4d5 5s1", 1000 * zeta_mo, "meV")
show("zeta Mo 4d, ion 2+ 4d4", 1000 * zeta_ion, "meV")
show("zeta S 3p, neutral", 1000 * zeta_s, "meV")
show("largest relative virial error", max(virial_mo, virial_ion, virial_s),
     digits=6)
show("(Z alpha)^2 for Mo", (42 * ALPHA)**2, digits=3)
print("Crystal model inputs")
show("lattice constant", LATTICE, "nm", 3)
show("S height above Mo plane", HEIGHT, "nm", 3)
show("S p energy relative to Mo d", E_P, "eV")
show("V_sigma", V_SIGMA, "eV")
show("V_pi", V_PI, "eV")
print("Orbital states at K without spin-orbit coupling")
show("direction cosine in plane s", s, digits=4)
show("direction cosine vertical c", c, digits=4)
show("pair coupling g2", g2, "eV", 3)
show("pair coupling g0", g0, "eV", 3)
show("valence energy", band_energy[VALENCE], "eV", 3)
show("conduction energy", band_energy[CONDUCTION], "eV", 3)
show("orbital gap", band_energy[CONDUCTION] - band_energy[VALENCE], "eV", 3)
show("upper mirror-odd level with d m=1", odd[1], "eV", 3)
show("upper mirror-odd level with d m=-1", odd[-1], "eV", 3)
show("valence Mo d m=2 weight", wv, digits=4)
show("valence S p weight", pv, digits=4)
show("conduction Mo d m=0 weight", wc, digits=4)
show("conduction S p weight", pc, digits=4)
print("Spin splittings E_up - E_down at K")
show("pure Mo d m=2 estimate, 2 zeta", 2000 * zeta_mo, "meV")
show("valence first order, Mo", 1000 * first_v_mo, "meV")
show("valence first order, S", 1000 * first_v_s, "meV")
show("valence full", 1000 * full_v, "meV")
show("conduction first order, Mo",
     1000 * zeta_mo * abs(np.vdot(conduction[:5], L_D[2] @ conduction[:5])),
     "meV")
show("conduction first order, S", 1000 * first_c_s, "meV")
show("conduction second order, Mo", 1000 * second_c, "meV")
show("conduction full", 1000 * full_c, "meV")
show("valence/conduction magnitude ratio", abs(full_v / full_c))
show("valence ratio on doubling Mo zeta, S off", ratio_v, digits=3)
show("conduction ratio on doubling Mo zeta, S off", ratio_c, digits=3)
print("Sizes of neglected effects and use at 300 K")
show("added hopping: Mo-Mo sigma = -S-S sigma", -EXTRA, "eV")
show("valence full with added hopping", 1000 * extra_v, "meV")
show("conduction full with added hopping", 1000 * extra_c, "meV")
show("thermal energy", 1000 * KT, "meV")
show("valence Boltzmann factor", np.exp(-abs(full_v) / KT), digits=5)
show("conduction Boltzmann factor", np.exp(-abs(full_c) / KT), digits=3)
print("PASS")
```

It prints:

```
Free atoms, nonrelativistic spin-restricted LDA
zeta Mo 4d, neutral 4d5 5s1: 84.71 meV
zeta Mo 4d, ion 2+ 4d4: 103.39 meV
zeta S 3p, neutral: 57.04 meV
largest relative virial error: 0.000013
(Z alpha)^2 for Mo: 0.094
Crystal model inputs
lattice constant: 0.316 nm
S height above Mo plane: 0.157 nm
S p energy relative to Mo d: -5.00 eV
V_sigma: -3.20 eV
V_pi: 1.60 eV
Orbital states at K without spin-orbit coupling
direction cosine in plane s: 0.7580
direction cosine vertical c: 0.6523
pair coupling g2: 1.107 eV
pair coupling g0: 3.687 eV
valence energy: 0.234 eV
conduction energy: 1.954 eV
orbital gap: 1.720 eV
upper mirror-odd level with d m=1: 2.930 eV
upper mirror-odd level with d m=-1: 4.886 eV
valence Mo d m=2 weight: 0.9572
valence S p weight: 0.0428
conduction Mo d m=0 weight: 0.7806
conduction S p weight: 0.2194
Spin splittings E_up - E_down at K
pure Mo d m=2 estimate, 2 zeta: 169.42 meV
valence first order, Mo: 162.17 meV
valence first order, S: 2.44 meV
valence full: 165.87 meV
conduction first order, Mo: 0.00 meV
conduction first order, S: -12.51 meV
conduction second order, Mo: -4.38 meV
conduction full: -15.32 meV
valence/conduction magnitude ratio: 10.83
valence ratio on doubling Mo zeta, S off: 2.001
conduction ratio on doubling Mo zeta, S off: 4.008
Sizes of neglected effects and use at 300 K
added hopping: Mo-Mo sigma = -S-S sigma: -0.50 eV
valence full with added hopping: 167.78 meV
conduction full with added hopping: -12.85 meV
thermal energy: 25.85 meV
valence Boltzmann factor: 0.00163
conduction Boltzmann factor: 0.553
PASS
```
